# When does a fixed dipole bind an electron?: test program

```python
"""Critical dipole for binding an electron to a fixed dipole.

Result under test: the lowest eigenvalue lam(D) of A = L^2 - 2 D cos(theta)
reaches -1/4 at D_c = 0.639 atomic units, and two charges +1 and -1 at
distance R (dipole D = R) bind an electron only if D > D_c.
Symbols (atomic units): D dipole, R charge separation, m projection of L,
tau = sqrt(-lam - 1/4), E = -kappa^2/2 energy, c = kappa R/2,
xi = (ra + rb)/R and eta = (rb - ra)/R spheroidal coordinates, where ra and
rb are the distances to the positive and to the negative charge.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto

BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]
mp.mp.dps = 30


def cos_matrix(m=0, size=30):
    l = np.arange(m + 1, m + size)
    off = np.sqrt((l**2 - m**2) / (4.0 * l**2 - 1))
    return np.diag(off, 1) + np.diag(off, -1)


def angular_matrix(D, m=0, c=0.0, size=30):
    l = np.arange(m, m + size)
    C = cos_matrix(m, size)
    return np.diag(l * (l + 1.0)) - 2 * D * C - c**2 * C @ C


def angular_value(D, m=0, index=0, c=0.0):
    return np.linalg.eigvalsh(angular_matrix(D, m, c))[index]


def critical_dipole(m=0, index=0):
    return brentq(lambda D: angular_value(D, m, index) + 0.25,
                  0.01, 12.0, xtol=1e-14)


def grid_eigenvalue(weight, potential, length, index=0, cells=6000):
    """Eigenvalue of -(1/w) d/dt (w d/dt) + V on cells of equal width."""
    h = length / cells
    t = (np.arange(cells) + 0.5) * h
    face = weight(np.arange(cells + 1) * h)
    w = weight(t)
    diag = (face[:-1] + face[1:]) / (h**2 * w) + potential(t)
    off = -face[1:-1] / (h**2 * np.sqrt(w[:-1] * w[1:]))
    return eigh_tridiagonal(diag, off, eigvals_only=True, select="i",
                            select_range=(index, index))[0]


# Matrix elements of cos(theta) against quadrature
x, wx = np.polynomial.legendre.leggauss(40)
P = np.array([np.sqrt(l + 0.5) * np.polynomial.legendre.Legendre.basis(l)(x)
              for l in range(8)])
assert np.allclose((P * wx * x) @ P.T, cos_matrix(0, 8), atol=1e-12)

# Critical dipoles against a direct grid solution in theta
D_c = critical_dipole()
D_m1 = critical_dipole(m=1)
D_second = critical_dipole(index=1)
for D, m, index in ((D_c, 0, 0), (D_m1, 1, 0), (D_second, 0, 1)):
    value = grid_eigenvalue(np.sin, lambda t: m**2 / np.sin(t)**2
                            - 2 * D * np.cos(t), np.pi, index)
    assert abs(value + 0.25) < 1e-4  # second-order grid error


# Upper and lower bounds from small truncations of the scaled matrix
def coupling(k):
    return k / (2 * (k**2 - 0.25)**1.5)


def dipole_bounds(N):
    b = coupling(np.arange(1, N))
    M = np.diag(b, 1) + np.diag(b, -1)
    mu = np.linalg.eigvalsh(M)[-1]
    M[-1, -1] += coupling(N)**2 / (mu - 2 * coupling(N + 1))
    return 0.5 / np.linalg.eigvalsh(M)[-1], 0.5 / mu


bounds = {N: dipole_bounds(N) for N in (2, 3, 4, 5)}
for low, high in bounds.values():
    assert low < D_c < high


# Zero-energy product solution, checked in Cartesian coordinates
def radial_function(xi, lam):
    root = mp.sqrt(mp.mpf(lam) + mp.mpf(1) / 4)
    return mp.re(mp.hyp2f1(0.5 - root, 0.5 + root, 1, (1 - xi) / 2))


def zero_energy_residual(D):
    values, vectors = np.linalg.eigh(angular_matrix(D, size=16))
    lam, vec = values[0], vectors[:, 0]
    R = mp.mpf(D)

    def distances(p):
        rho2 = p[0]**2 + p[1]**2
        return (mp.sqrt(rho2 + (p[2] - R / 2)**2),
                mp.sqrt(rho2 + (p[2] + R / 2)**2))

    def psi(p):
        ra, rb = distances(p)
        eta = (rb - ra) / R
        theta = sum(mp.mpf(vec[l]) * mp.sqrt(l + 0.5) * mp.legendre(l, eta)
                    for l in range(16))
        return radial_function((ra + rb) / R, lam) * theta

    point = [mp.mpf("0.5"), mp.mpf("0.3"), mp.mpf("0.7")]
    h = mp.mpf("1e-4")
    center = psi(point)
    laplacian = mp.mpf(0)
    for axis in range(3):
        for sign in (1, -1):
            moved = list(point)
            moved[axis] += sign * h
            laplacian += (psi(moved) - center) / h**2
    ra, rb = distances(point)
    potential = -(1 / ra - 1 / rb)
    return abs((-laplacian / 2 + potential * center) / (potential * center))


D_example = 1.0 / BOHR
assert zero_energy_residual(0.5) < 1e-5
assert zero_energy_residual(D_example) < 1e-5

# Integral representation that shows positivity when lam >= -1/4
for nu in (-0.5, -0.2):
    for xi in (1.5, 20.0):
        integral = mp.quad(lambda a: (xi + mp.sqrt(xi**2 - 1)
                                      * mp.cos(a))**nu, [0, mp.pi]) / mp.pi
        assert abs(integral - radial_function(xi, nu * (nu + 1))) < 1e-10

# Trial function cut between two nodes: its energy form is negative
lam_example = angular_value(D_example)
tau = np.sqrt(-lam_example - 0.25)
tau_trial = 0.9 * tau
lam_trial = -0.25 - tau_trial**2


def trial(t):
    return float(radial_function(mp.cosh(t), lam_trial))


scan = np.arange(0.1, 12.0, 0.2)
signs = np.array([trial(t) for t in scan])
changes = np.where(signs[:-1] * signs[1:] < 0)[0]
node1, node2 = [brentq(trial, scan[i], scan[i + 1], xtol=1e-13)
                for i in changes[:2]]
t_nodes = 0.5 * (node2 - node1) * x + 0.5 * (node1 + node2)
a = mp.mpc(0.5, tau_trial)
X = np.array([trial(t) for t in t_nodes])
slope = np.array([float(mp.re(-0.5 * mp.sinh(t) * a * mp.conj(a) * mp.hyp2f1(
    a + 1, mp.conj(a) + 1, 2, (1 - mp.cosh(t)) / 2))) for t in t_nodes])
norm = np.sum(wx * np.sinh(t_nodes) * X**2)
kinetic = np.sum(wx * np.sinh(t_nodes) * slope**2) / norm
assert abs(kinetic + lam_trial) < 1e-8
assert kinetic + lam_example < 0


# Bound levels of charges +1 and -1 from the spheroidal equations
def mismatch(c, R, index=0, cells=6000):
    length = np.arccosh(1 + 40 / c)
    radial = grid_eigenvalue(np.sinh, lambda t: (c * np.cosh(t))**2,
                             length, index, cells)
    return radial + angular_value(R, c=c)


def bound_energy(R, index=0, cells=6000):
    log_c = brentq(lambda s: mismatch(np.exp(s), R, index, cells),
                   np.log(1e-9), np.log(3.0), xtol=1e-9)
    return -2 * np.exp(2 * log_c) / R**2


R_weak, R_none = 0.5 / BOHR, 0.3 / BOHR
levels = [bound_energy(D_example, j) for j in range(3)]
E_weak = bound_energy(R_weak)
assert abs(bound_energy(R_weak, cells=3000) / E_weak - 1) < 1e-3
assert abs(bound_energy(D_example, 2, 3000) / levels[2] - 1) < 1e-3
assert R_none < D_c < R_weak
assert all(mismatch(c, R_none) > 0 for c in np.logspace(-9, 0.4, 20))
limit_ratio = np.exp(2 * np.pi / tau)
ratio12, ratio23 = levels[0] / levels[1], levels[1] / levels[2]
assert abs(ratio23 / limit_ratio - 1) < 0.02  # core correction remains
assert D_example < min(D_m1, D_second)


# Gaussian-basis diagonalization without any separation of variables
def gaussian_energy(R):
    near_plus = gto.etbs([(0, 18, 1e-4, 2.3), (1, 14, 1e-4, 2.3),
                          (2, 13, 1e-4, 2.3), (3, 12, 1e-4, 2.3)])
    near_minus = gto.etbs([(0, 5, 0.3, 3.0), (1, 3, 0.3, 3.0)])
    plus, minus = (0.0, 0.0, R / 2), (0.0, 0.0, -R / 2)
    mol = gto.M(atom=[["H1", plus], ["H2", minus]], unit="Bohr",
                basis={"H1": near_plus, "H2": near_minus}, verbose=0)
    H = mol.intor("int1e_kin")
    with mol.with_rinv_origin(plus):
        H = H - mol.intor("int1e_rinv")
    with mol.with_rinv_origin(minus):
        H = H + mol.intor("int1e_rinv")
    s, U = eigh(mol.intor("int1e_ovlp"))
    keep = s > 1e-7
    T = U[:, keep] / np.sqrt(s[keep])
    return eigh(T.T @ H @ T, eigvals_only=True)[0]


E_gauss = gaussian_energy(D_example)
E_gauss_none = gaussian_energy(R_none)
# a variational energy lies above the true one by the basis error
assert -1e-3 < (E_gauss - levels[0]) * HARTREE < 0.02
assert E_gauss_none > 0

print("Scaled-matrix couplings (dimensionless):")
for k in (1, 2, 3, 4):
    print(f"  b_{k} = {coupling(k):.6f}")
print("Bounds on the critical dipole (atomic units):")
for N, (low, high) in bounds.items():
    print(f"  {N} states: lower {low:.8f}, upper {high:.8f}")
print(f"Critical dipole D_c = {D_c:.8f} atomic units")
print(f"Critical dipole D_c = {D_c * BOHR:.6f} e angstrom")
print(f"Threshold for m = 1: {D_m1 * BOHR:.4f} e angstrom")
print(f"Second m = 0 threshold: {D_second * BOHR:.4f} e angstrom")
print(f"Bohr radius = {BOHR:.6f} angstrom")
print("Charges +e and -e, separation 1.0 angstrom:")
print(f"  dipole D = {D_example:.6f} atomic units")
print(f"  lowest angular eigenvalue = {lam_example:.6f} (dimensionless)")
print(f"  tau = {tau:.6f} (dimensionless)")
for j, E in enumerate(levels, 1):
    print(f"  level E_{j} = {E * HARTREE:.4e} eV")
print(f"  ratio E_1/E_2 = {ratio12:.2f}")
print(f"  ratio E_2/E_3 = {ratio23:.2f}")
print(f"  limiting ratio exp(2 pi/tau) = {limit_ratio:.2f}")
print(f"  Gaussian-basis ground level = {E_gauss * HARTREE:.4e} eV")
print(f"Separation 0.5 angstrom: ground level = {E_weak * HARTREE:.2e} eV")
print("Separation 0.3 angstrom: lowest Gaussian-basis value = "
      f"{E_gauss_none * HARTREE:.2e} eV (positive, unbound)")
print("verified")
```

Output:

```
Scaled-matrix couplings (dimensionless):
  b_1 = 0.769800
  b_2 = 0.137706
  b_3 = 0.057953
  b_4 = 0.031997
Bounds on the critical dipole (atomic units):
  2 states: lower 0.63739986, upper 0.64951905
  3 states: lower 0.63931006, upper 0.63936969
  4 states: lower 0.63931487, upper 0.63931497
  5 states: lower 0.63931488, upper 0.63931488
Critical dipole D_c = 0.63931488 atomic units
Critical dipole D_c = 0.338311 e angstrom
Threshold for m = 1: 2.0066 e angstrom
Second m = 0 threshold: 3.9937 e angstrom
Bohr radius = 0.529177 angstrom
Charges +e and -e, separation 1.0 angstrom:
  dipole D = 1.889726 atomic units
  lowest angular eigenvalue = -1.564966 (dimensionless)
  tau = 1.146720 (dimensionless)
  level E_1 = -2.0454e+00 eV
  level E_2 = -8.4173e-03 eV
  level E_3 = -3.5116e-05 eV
  ratio E_1/E_2 = 243.00
  ratio E_2/E_3 = 239.70
  limiting ratio exp(2 pi/tau) = 239.67
  Gaussian-basis ground level = -2.0452e+00 eV
Separation 0.5 angstrom: ground level = -1.09e-02 eV
Separation 0.3 angstrom: lowest Gaussian-basis value = 2.32e-03 eV (positive, unbound)
verified
```
